# Damped Linear Response in TDDFT as Four Coupled Real Linear Systems, part 2

We seek the linear response of a closed-shell molecule with real orbitals to a weak electric field along $x$, from the adiabatic time-dependent Kohn–Sham equation. Atomic units are used. The electron has charge $-1$. Indices $i,j$ denote occupied and $a,b$ empty orbitals, with energies $\varepsilon$; there are $N$ pairs $ia$, and $\mu_{ia}=-\int\varphi_i\,x\,\varphi_a\,d^3r$.

The field is $F(t)=Fe^{\gamma t}\cos\omega t$, with $z=\omega+i\gamma$ and $\gamma>0$. Each occupied orbital is $e^{-i\varepsilon_it}(\varphi_i+\delta\varphi_i)$, with

$$
c_{ai}(t)=\langle\varphi_a|\delta\varphi_i\rangle=\frac F2\left(X_{ia}e^{-izt}+Y_{ia}^*e^{iz^*t}\right). \tag{6}
$$

Symmetry gave the polarizability up to a number:

$$
\alpha(z)=\text{number}\times\mu^{T}\left(S-z^{2}D^{-1}\right)^{-1}\mu , \tag{2}
$$

With $P=X+Y$, $M=X-Y$ and real symmetric matrices $A$, $B$, the Kohn–Sham equation gives

$$
(A+B)P-zM=2\mu,\qquad (A-B)M-zP=0,\qquad \alpha=2\mu^TP . \tag{12}
$$

Here $S=A+B$ contains the density-functional kernel $f=\delta v_{xc}/\delta n$, and $D=A-B$ is

$$
(A-B)_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+c_x\left[(ib|ja)-(ij|ab)\right]. \tag{13}
$$

where $c_x$ is the fraction of exact exchange and $(pq|rs)$ are Coulomb integrals. Elimination of $M$ gives

$$
(DS-z^2)P=2D\mu . \tag{15}
$$

For a stable ground state $S$ and $D$ are positive definite, and $W=D^{1/2}SD^{1/2}$ has the eigenvalues $\omega_n^2>0$, shared with $DS$.

With $P=P_R+iP_I$ and $M=M_R+iM_I$, the real form of (12) is

$$
\begin{aligned}
(A+B)P_R-\omega M_R+\gamma M_I&=2\mu,\\
(A-B)M_R-\omega P_R+\gamma P_I&=0,\\
(A-B)M_I-\omega P_I-\gamma P_R&=0,\\
(A+B)P_I-\omega M_I-\gamma M_R&=0 .
\end{aligned} \tag{14}
$$

With the last two equations reversed in sign and the unknowns ordered $(P_R,M_R,M_I,P_I)$, its matrix is

$$
L=\begin{pmatrix}
S&-\omega&\gamma&0\\
-\omega&D&0&\gamma\\
\gamma&0&-D&\omega\\
0&\gamma&\omega&-S
\end{pmatrix}. \tag{17}
$$

The induced dipole is $\delta\mu(t)=\int_0^\infty\chi(\tau)F(t-\tau)\,d\tau$, so

$$
\alpha(\omega+i\gamma)=\int_0^\infty\chi(\tau)\,e^{-\gamma\tau}e^{i\omega\tau}\,d\tau . \tag{11}
$$

Thus $\alpha(\omega+i\gamma)$ also describes a constant-amplitude field acting on a molecule whose memory $\chi(\tau)$ is damped by $e^{-\gamma\tau}$.

### Absorption from the solution vectors

Multiply the first equation of (12) from the left by $P^\dagger$ and the second by $M^\dagger$. Since $\mu$ is real, $2P^\dagger\mu=\alpha^*$, and

$$
P^\dagger SP-zP^\dagger M=\alpha^*,\qquad M^\dagger DM-zM^\dagger P=0 . \tag{18}
$$

Add the two. The numbers $P^\dagger M$ and $M^\dagger P$ are complex conjugates, so their sum is twice the real part:

$$
P^\dagger SP+M^\dagger DM-2z\,\mathrm{Re}(P^\dagger M)=\alpha^* . \tag{19}
$$

The first two terms are real. The imaginary part of (19) is therefore $-2\gamma\,\mathrm{Re}(P^\dagger M)=-\mathrm{Im}\,\alpha$. In terms of $X$ and $Y$,

$$
P^\dagger M=(X+Y)^\dagger(X-Y)=|X|^2-|Y|^2+(Y^\dagger X-X^\dagger Y),
$$

and the last bracket is imaginary, because it is a number minus its complex conjugate. Hence

$$
\mathrm{Im}\,\alpha=2\gamma\left(|X|^2-|Y|^2\right). \tag{20}
$$

In the growing field this has a direct meaning. By (6), with a factor 2 for spin, the number of electrons in empty orbitals, averaged over a period for $\gamma\ll\omega$, is $\tfrac12F^2e^{2\gamma t}(|X|^2+|Y|^2)$. Where $Y$ is negligible, its rate of growth is $\gamma F^2e^{2\gamma t}|X|^2=\tfrac12F^2e^{2\gamma t}\,\mathrm{Im}\,\alpha$. Close to a narrow line this is, to leading order in $\gamma/\omega$, the absorbed power divided by $\omega$, with (22) taken at the momentary amplitude $Fe^{\gamma t}$: each absorbed quantum promotes one electron. Far from the line, where the detuning is an appreciable fraction of $\omega$, this reading fails. The growing field also does work at the mean rate $\tfrac12\gamma F^2e^{2\gamma t}\,\mathrm{Re}\,\alpha$, which is then in general no longer small beside $\tfrac12\omega F^2e^{2\gamma t}\,\mathrm{Im}\,\alpha$.

The second equation of (18) gives a form whose sign is evident. It reads $M^\dagger P=M^\dagger DM/z=M^\dagger DM\,z^*/|z|^2$, with real part $\omega M^\dagger DM/|z|^2$, so

$$
\mathrm{Im}\,\alpha=\frac{2\gamma\omega}{\omega^2+\gamma^2}\,M^\dagger DM\ \ge 0\qquad(\omega\ge0). \tag{21}
$$

A stable ground state cannot amplify the field in this model, and the proof needs no eigenstate. If $D$ has a negative eigenvalue, this argument fails.

The explicit factor $\gamma$ in (20) does not mean that absorption is small at a resonance, where the squared amplitudes grow as $1/\gamma^2$. Far from all resonances the amplitudes are nearly independent of $\gamma$, and $\mathrm{Im}\,\alpha$ is proportional to $\gamma$. Absorption computed there is the tail of the imposed broadening.

### From $\mathrm{Im}\,\alpha$ to a cross-section

In a field $F\cos\omega t$ of constant amplitude, with the damped memory of (11), the dipole is $F(\mathrm{Re}\,\alpha\cos\omega t+\mathrm{Im}\,\alpha\sin\omega t)$. The field does work at the rate $F(t)\,d\delta\mu/dt$. The term with $\cos\omega t\sin\omega t$ averages to zero and the one with $\cos^2\omega t$ to one half, so the mean power is

$$
\bar p=\tfrac12\,\omega F^2\,\mathrm{Im}\,\alpha . \tag{22}
$$

A plane wave of this amplitude has the mean intensity $cF^2/8\pi$ in atomic units, where $c$ is the speed of light. The cross-section for a molecule oriented with the chosen axis along the field is the ratio

$$
\sigma(\omega)=\frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha(\omega+i\gamma). \tag{23}
$$

For molecules of random orientation, $\alpha$ is replaced by its mean over three perpendicular axes.

### The shape of a line

Eigenstates are not needed to compute $\alpha$, but they help to read it. Since $S-z^2D^{-1}=D^{-1/2}(W-z^2)D^{-1/2}$, equation (12) gives

$$
\alpha=4\mu^T(S-z^2D^{-1})^{-1}\mu=4\mu^TD^{1/2}(W-z^2)^{-1}D^{1/2}\mu . \tag{24}
$$

This settles the number left open in (2): it is 4. Let $e_n$ be the normalized eigenvectors of $W$. Then

$$
\alpha=\sum_n\frac{f_n}{\omega_n^2-z^2},\qquad f_n=4\left(e_n^TD^{1/2}\mu\right)^2\ge0 , \tag{25}
$$

where $f_n$ is the oscillator strength for the chosen axis. Partial fractions give

$$
\frac1{\omega_n^2-z^2}=\frac1{2\omega_n}\left[\frac1{\omega_n-\omega-i\gamma}+\frac1{\omega_n+\omega+i\gamma}\right]. \tag{26}
$$

Near a narrow line, with $\gamma\ll\omega_n$ and other lines many widths away, the first term dominates the variation:

$$
\alpha\approx\frac{f_n}{2\omega_n}\,\frac{(\omega_n-\omega)+i\gamma}{(\omega_n-\omega)^2+\gamma^2}+\text{slowly varying background}. \tag{27}
$$

The absorption has its maximum at $\omega_n$, the height $f_n/(2\omega_n\gamma)$ and the full width $2\gamma$ at half maximum. The dispersive part has the extreme values $\pm f_n/(4\omega_n\gamma)$ at $\omega_n\mp\gamma$ and falls with frequency between them. When $\gamma$ is comparable with the spacing of the lines, they merge and these readings fail; (12) itself remains valid.

The eigenvalues can also be bounded from below without computing them. For a vector $v$ of unit length,

$$
v^TWv=(D^{1/2}v)^TS(D^{1/2}v)\ge s\,v^TDv\ge s\,d ,
$$

where $s$ and $d$ are the lowest eigenvalues of $S$ and $D$. Every resonance therefore satisfies

$$
\omega_n\ge\sqrt{sd}. \tag{28}
$$

### Two integral relations

Regard $g(\omega)=\alpha(\omega+i\gamma)$ as a function of complex $\omega$. By (25) its poles lie at $\pm\omega_n-i\gamma$, below the real axis, and it falls off as $1/\omega^2$. Integrate $g(\omega)/\omega$ along the real axis, passing the origin on a small half-circle above it, and close the path by a large half-circle in the upper half plane. No pole is enclosed, the large arc contributes nothing in the limit, and the small one contributes $-i\pi g(0)$. The principal value of the integral along the axis is thus $i\pi g(0)$. Here $g(0)=\alpha(i\gamma)$ is real, and $\mathrm{Im}\,g$ is odd in $\omega$, so the imaginary part gives

$$
\frac2\pi\int_0^\infty\frac{\mathrm{Im}\,\alpha(\omega+i\gamma)}{\omega}\,d\omega=\alpha(i\gamma). \tag{29}
$$

The damped absorption thus determines a value of the real part, and the value is the one at $i\gamma$, not at zero.

For large $|z|$, (24) gives $\alpha\to-4\mu^TD\mu/z^2$. Integrate $\omega g(\omega)$ along the axis and the same large half-circle. On the arc the integrand approaches $-4\mu^TD\mu/\omega$, which contributes $-i\pi\,4\mu^TD\mu$. The axis must contribute the opposite amount, and its imaginary part gives

$$
\frac2\pi\int_0^\infty\omega\,\mathrm{Im}\,\alpha(\omega+i\gamma)\,d\omega=4\mu^TD\mu=\sum_nf_n . \tag{30}
$$

Damping redistributes the absorption but leaves this total unchanged.

### Lithium hydride

The example is LiH with a bond length of 3.0 bohr, the PBE0 functional and the 6-31G** basis, with the field along the bond. With five spherical $d$ functions on lithium there are 19 basis functions, hence 2 occupied and 17 empty orbitals. This gives $N=2\times17=34$ pairs and $4N=136$ real unknowns, few enough for direct elimination. The basis is small and the integration grid coarse (40 radial shells on Li, 30 on H, up to 110 angular points), so the numbers illustrate the equations and do not predict a measured spectrum. The digits given below serve the comparison of routes within this setting. A grid of $90\times434$ points per atom moves the first line from 0.13098 to 0.13094 hartree and the static polarizability from 22.046 to 22.059 au; six Cartesian $d$ functions give 0.13088 hartree and 22.117 au. The aug-cc-pVTZ basis gives 0.1244 hartree, an oscillator strength of 0.210 in place of 0.237, a static polarizability of 27.1 au, and a total (30) of 3.19 in place of 2.51; in a complete basis that total would be the number of electrons, 4. The damping is $\gamma=0.005$ hartree.

The lowest eigenvalues of $A+B$ and $A-B$ are 0.1376 and 0.1204 hartree. Both are positive, so the ground state is stable in the required sense, and (28) places every resonance above $\sqrt{0.1376\times0.1204}=0.1287$ hartree. The largest deviation of $A-B$ from the diagonal matrix of orbital gaps is 0.13 hartree. With PBE, which has no exact exchange, the deviation vanishes to rounding error, in accordance with (13).

Solving (14) on a grid of frequencies and refining the first maximum of $\mathrm{Im}\,\alpha$ by a one-dimensional search gives a line at 0.13098 hartree, or 3.564 eV. The values around it are:

| $\omega$ (hartree) | $\mathrm{Re}\,\alpha$ (au) | $\mathrm{Im}\,\alpha$ (au) |
|---|---|---|
| 0 | 22.02 | 0 |
| 0.10598 | 47.50 | 6.95 |
| 0.12598 | 103.23 | 90.60 |
| 0.13098 | 12.67 | 181.18 |
| 0.13598 | −77.88 | 90.61 |
| 0.15598 | −21.94 | 7.04 |

The full width at half maximum, found by locating the two half-height points, is 0.01000 hartree, equal to $2\gamma$ at this precision. The height gives the oscillator strength,

$$
f\approx2\omega\gamma\,\mathrm{Im}\,\alpha=2\times0.13098\times0.005\times181.18=0.2373 .
$$

Full diagonalization, which the method does not require, gives 0.2373 as well, with the eigenvalue at 0.13098 hartree. The cross-section at the maximum is, from (23), $\sigma=4\pi\times0.13098\times181.18/c=2.18$ bohr$^2$. It is inversely proportional to the chosen $\gamma$, to the accuracy of (27), and so has no meaning apart from that choice.

The solution vectors at the maximum have $|X|^2=18217.0$ and $|Y|^2=98.6$ au. Equation (20) then gives $2\times0.005\times(18217.0-98.6)=181.18$ au, the tabulated absorption.

The dispersion is not antisymmetric about the line, and its value at the maximum is 12.67 au rather than zero. Equation (25) accounts for this. At $\omega=\omega_n$ the line itself contributes the real part $f/(4\omega_n^2+\gamma^2)=0.2373/0.06865=3.46$ au. The other excitations supply the remainder, about 9.2 au. By (27) the extreme values should lie $f/(4\omega_n\gamma)=90.6$ au above and below the value 12.7 au at the maximum, which is the background of (27) and contains both contributions. That gives $12.7+90.6=103.3$ and $12.7-90.6=-77.9$ au, close to the tabulated 103.23 and −77.88 au.

### How nearly singular the equations become

At $\gamma=0$ and $\omega=\omega_n$ there are real vectors $p,m$ with $Sp=\omega_nm$ and $Dm=\omega_np$. The matrix $L$ of (17) then has the two null vectors $(p,m,0,0)$ and $(0,0,m,p)$. The blocks with $\gamma$ couple them with the matrix element $2\gamma\,p^Tm$, and each has the squared length $|p|^2+|m|^2$. For a single, non-degenerate resonance the smallest eigenvalues are therefore, to first order in $\gamma$,

$$
\lambda=\pm\gamma\,\frac{2p^Tm}{|p|^2+|m|^2}=\pm\gamma\,\frac{|x|^2-|y|^2}{|x|^2+|y|^2}, \tag{31}
$$

with $x=(p+m)/2$ and $y=(p-m)/2$. At the line the driven vector $X$ is nearly proportional to $x$. The vector $Y$ follows $y$ less closely, but it is small, so the norms of $X$ and $Y$ still give a good estimate: $0.005\times18118.4/18315.6=0.00495$ hartree. Diagonalizing $L$ at the resonance gives 0.00495 hartree. At a resonance the damping thus sets the distance from singularity. A smaller $\gamma$ gives sharper lines and, at their centres, a worse-conditioned system.

### The same response by other routes

With $\omega=\gamma=0$ the linear systems give a static polarizability of 22.046 au. Two self-consistent ground-state calculations in fields of $\pm3\times10^{-4}$ au, with the difference of their dipoles divided by the difference of the fields, give 22.048 au. The difference of the dipoles also contains a term of third order in the field, which enters the quotient at second order. Doubling the fields raises the quotient to 22.054 au, so this term amounts to about 0.0018 au at $\pm3\times10^{-4}$ au, nearly all of the discrepancy. The first entry of the table, 22.02 au, is slightly lower because it is $\alpha(i\gamma)$. By (25), damping replaces $\omega_n^2$ by $\omega_n^2+\gamma^2$, which lowers the static value by a fraction of at most $(0.005/0.13098)^2=0.0015$. The actual fraction is 0.0010.

For the integral relations a broader damping, $\gamma=0.05$ hartree, makes the integrands smooth. The midpoint rule up to 40 hartree gives 20.163 au for the left side of (29), and the linear systems give the same value for $\alpha(i\gamma)$. For (30) the integral gives 2.508 and the matrix expression 2.512. The difference is the omitted tail. There $\mathrm{Im}\,\alpha\to2\gamma\,(4\mu^TD\mu)/\omega^3$, and the part of (30) beyond 40 hartree is

$$
\frac2\pi\int_{40}^\infty\frac{2\times0.05\times2.512}{\omega^2}\,d\omega=\frac{4\times0.05\times2.512}{40\pi}=0.004 .
$$

Equation (11) also offers a route through time. A field $\kappa\,\delta(t)$ multiplies each orbital by $e^{-i\kappa x}$, and the dipole afterwards is $\delta\mu(t)=\kappa\chi(t)$ to first order. With $\kappa=2\times10^{-4}$ au, the full Kohn–Sham equation was propagated for 150 au in steps of 0.1 au. After the first step, each exponential spanned two such steps, 0.2 au, from the preceding time to the following one, and used the Kohn–Sham matrix at the midpoint of its interval. The integral (11) with $\gamma=0.05$ hartree, at the frequency of the first maximum, gives $\alpha=12.277+18.305i$ au, while (14) gives $12.287+18.312i$ au. The difference has the modulus 0.012 au, about $6\times10^{-4}$ of $|\alpha|$. At the end of the propagation the weight has fallen to $e^{-7.5}=6\times10^{-4}$, and the resonant term of (26), $if/(2\omega_n\gamma)=18.1i$ au, loses this fraction of itself, about 0.010 au, in the imaginary part alone. The truncation of the non-resonant term and of the other lines adds to this loss: evaluated from (25), the whole truncation error is $-0.003-0.015i$ au. The observed difference is $-0.010-0.007i$ au, so the remaining $-0.007+0.008i$ au falls to the finite time step and the finite kick, whose shares were not separated.

### Where the equations change or fail

If $S$ or $D$ is not positive definite, an eigenvalue $\omega_n^2$ of $DS$ may be negative, and if both matrices are indefinite it may be complex. The undamped response then grows in time, provided the field couples to that mode. For a negative eigenvalue, (15) is singular at $\omega=0$ when $\gamma^2=-\omega_n^2$. A functional with memory makes the kernel $f$ depend on $z$. The matrix $S$ is then complex in general, and the separation (14) acquires further terms. In a static magnetic field the orbitals are in general complex, and the division into density and current parts used here is lost. Finally, strong fields lie outside first-order theory, whatever the value of $\gamma$.
